Do porosity and two-point correlations fix the permittivity of porous dielectrics?

**Question**

I have a mesoporous silica film for use as a low-k dielectric. Its porosity is known, and from images of the pore structure I have the two-point correlation function S₂(r), the probability that two points separated by r both lie in pores. The permittivities of the wall material and of the empty pores are also known. My plan is to calculate the film's permittivity from these data. Since S₂ is known for every displacement, not just as an average pore size, I assume that the answer is unique. Is that right? If not, how large can the ambiguity be at 50% porosity?

**Answer**

It is not unique. For a film with cubic or isotropic symmetry, S₂ does not even improve on the porosity at second order in the permittivity contrast. At third order a three-point property enters, and two structures with identical S₂ can differ in it. Below I derive that term, construct such pairs, and calculate one at 50% porosity. For wall and pore permittivities of 4 and 1 its two films differ by 0.074, or about 3.5%. For films of this porosity and symmetry the difference can be at most 0.286, a limit that idealized structures with features of all sizes can approach.

**Setting up the field problem**

Let χ be 1 in the pores and 0 in the solid, and let angle brackets denote volume averages. The porosity is φ = <χ>. The local relative permittivity is

ε = ε_s + Δχ, with Δ = ε_p − ε_s.

Its mean is M = ε_s + φΔ. With χ' = χ − φ, we have ε = M + Δχ' and <χ'> = 0.

I take a lossless periodic structure, with a cell much smaller than the wavelength. Divide the electric field by the applied field, whose direction is the unit vector e. Then

E = e + h,

where h is curl-free, periodic and of zero mean. Without free charge, div(εE) = 0. The effective relative permittivity is k = <e·εE>. Symmetry is assumed to make it the same in all directions.

Let Γ extract the curl-free, zero-mean part of a vector field. On a Fourier component a(q) it acts as

Γa(q) = q[q·a(q)]/q² for q ≠ 0, and Γa(0) = 0.

This is a projector, Γ² = Γ, and it is symmetric: <a·Γb> = <(Γa)·b>. Also Γh = h and Γe = 0. Since εE has no divergence, Γ(εE) = 0. Inserting ε = M + Δχ' gives

0 = Mh + ΔΓ(χ'E), so h = −(Δ/M)Γ(χ'E).

Define v = Γ(χ'e). Replacing E on the right first by e, then by e − (Δ/M)v, gives

h = −(Δ/M)v + (Δ/M)²Γ(χ'v) + O(Δ³).

In k = <e·εE> the terms <χ'> and <e·h> vanish, leaving

k = M + Δ<χ'e·h>
= M − (Δ²/M)<χ'e·v> + (Δ³/M²)<χ'e·Γ(χ'v)> + O(Δ⁴).

Moving Γ to the other factor turns the last average into <v·χ'v> = <χ'|v|²>.

**What S₂ contributes**

In Fourier space,

<χ'e·v> = Σ |χ̂'(q)|² (q·e)²/q².

The weights |χ̂'(q)|² are the Fourier coefficients of S₂(r) − φ², so this term is determined by S₂. But for cubic symmetry the sum is the same with e along x, y or z. The three sums add to

Σ |χ̂'(q)|² = <χ'²> = φ − φ² = φ(1−φ),

where χ² = χ was used. Each sum is therefore

C = φ(1−φ)/3.

The shape of S₂ has dropped out. The same argument holds for a statistically isotropic medium.

Symmetry matters here. In a stack of layers, every q points along the normal. For a field along the normal, (q·e)²/q² = 1 and the average is φ(1−φ); for a field in the plane it is zero. In an anisotropic film S₂ thus carries useful second-order information, namely about direction.

**What S₂ leaves open**

Because Γ² = Γ,

<|v|²> = <χ'e·Γ²(χ'e)> = <χ'e·v> = C.

Let m be the share of this squared field that lies in the pores:

m = <χ|v|²>/<|v|²>.

Then <χ'|v|²> = mC − φC, and

k = M − CΔ²/M + C(m−φ)Δ³/M² + O(Δ⁴).

To see what m depends on, write v(q) = q(q·e)χ̂(q)/q². Then

<χ|v|²> = Σ Σ [(q·e)(q'·e)(q·q')/(q²q'²)] χ̂(q)χ̂(q')χ̂(−q−q'),

with both sums over nonzero wavevectors. The triple product is the Fourier coefficient of S₃(r,s) = <χ(x)χ(x+r)χ(x+s)>: averaging over x requires the three wavevectors to add to zero. So m follows from the three-point function. S₂ gives the magnitudes |χ̂(q)|, whereas the triple product also needs combinations of their phases.

This does not yet prove that m can vary at fixed S₂. Explicit pairs do.

**A pair at 50% porosity**

Take a structure A and exchange its pores and solid to make B. The new two-point function is

<[1−χ(x)][1−χ(x+r)]> = 1 − 2φ + S₂(r).

At φ = 1/2 this equals S₂(r) for every r. The exchange changes χ' to −χ' and v to −v, so |v|² is unchanged, but pore regions are now solid regions. Hence

m_B = 1 − m_A.

If m_A ≠ 1/2, the permittivities differ at third order. In fact B with contrast Δ is A with contrast −Δ at the same M, so the even-order terms are equal and the difference contains odd orders alone.

The exchange need not change k. If the exchanged structure is a shifted copy of the original, then m = 1/2 and k is the same. A network of square rods along three axes, with width half the cell, is an example. Equal S₂ permits different permittivities; it does not require them.

For a concrete A, divide a cubic cell into 12³ equal voxels. Label the voxel centres by odd integers a, b, c from −11 to 11, measured from the cell centre in half-voxel units. A voxel is a pore if a² + b² + c² < 139, or if the sum is 139 and one coordinate is ±11. This fills half the cell. The pores are nearly spherical and join their neighbours through square windows 4 voxels wide. B consists of solid grains of that shape, joined by necks. Pore space and solid are both connected in each film.

I choose a 6 nm cell, which makes the windows 2 nm wide, with ε_s = 4 and ε_p = 1. At a displacement of 1.5 nm along a cell edge, S₂ = 0.354 in both. The three-point function does differ. For the corners of a right triangle with 1.5 nm legs along two cell edges, the probability that all three lie in pores is 0.260 in A and 0.251 in B.

Evaluating v by Fourier transforms on a 48³ grid gives m_A = 0.4096 and m_B = 0.5904. On a 24³ grid m_A is 0.4094. With Δ = −3, M = 2.5 and C = 1/12, the second-order result for both films is

k ≈ 2.5 − 9/(12 × 2.5) = 2.20.

The third-order term for A is

(1/12)(0.4096 − 0.5)(−27)/2.5² = +0.033,

and for B it is −0.033. The estimates are 2.233 and 2.167.

The contrast is not small, so I also solved the full field equation, using the same Fourier projector and conjugate gradients on the 48³ grid. The result is

k_A = 2.215 and k_B = 2.141.

The difference is 0.074, or 3.5% of k_B. Third order alone gives 0.065; the rest comes from higher odd orders. A separate finite-volume calculation on a 48³ grid gives 2.209 and 2.134, a difference of 0.075. The two methods differ by about 0.3% in each k, much less than the gap between the films.

The power law can be seen at weak contrast. With M = 1, full solutions on the 24³ grid show the gap growing by a factor of 8.005 when Δ is doubled from 0.05 to 0.10. A third-order difference should grow by 2³ = 8.

**Does this require half porosity?**

No. Suppose the pore pattern is a small motif repeated at a set of sites. Its Fourier coefficients are products of a motif factor and a site factor. Inverting the motif through a point, but leaving the sites alone, replaces the motif factor by its complex conjugate, up to the phase of a shift. All |χ̂(q)|, and therefore S₂, stay the same. The phase combinations in the triple product can change.

For an example, divide a cell into 3³ subcubes with coordinates −1, 0, 1. Select the twelve with exactly one zero coordinate and the four whose coordinate product is +1. Divide each selected subcube into 2³ voxels, indexed 0 or 1 along each axis. In structure C the four voxels with an even index sum are pores; in D the four with an odd sum are. Both have porosity 16 × 4/216 = 29.6%. The sites and the motif share tetrahedral symmetry, whose rotations make k the same in all directions.

Here m_C − m_D = −0.0023 on both the 24³ and 48³ grids. For ε_s = 4 and ε_p = 1, full solutions on the 48³ grid give k_C = 2.8391 and k_D = 2.8380. Because pore voxels meet along edges, where the field is hard to resolve, each k is accurate only to about 0.01, but the error is nearly the same in both. The gap is only 0.0011, and the third-order formula accounts for about 0.0004 of it. This pair shows that the ambiguity exists away from half porosity; it does not show how large it can become there.

**Can bounds settle the matter?**

They can at weak enough contrast. For any trial field F = e + g' with g' curl-free and of zero mean,

k ≤ <ε|F|²>.

To see this, write F = E + g. The cross term <g·εE> vanishes because g is curl-free with zero mean and εE has no divergence. What remains is <ε|E|²> = k plus <ε|g|²> ≥ 0.

Choose F = e − cv. Since <e·v> = 0,

<ε|F|²> = M − 2cΔC + c²C(ε_s + mΔ).

The minimum is at c = Δ/(ε_s + mΔ), so

k ≤ M − CΔ²/(ε_s + mΔ).

This also gives m a physical meaning. The field lowers its energy by adjusting to the structure, and ε_s + mΔ is the mean permittivity where the first-order adjustment takes place. In A more of it lies in the high-permittivity solid, where it costs more energy. The reduction is then smaller and, at this order, k is higher.

For a lower bound on k, use a trial flux G with no divergence and mean e. The true flux, scaled to mean e, is G₀ = εE/k, and <|G₀|²/ε> = 1/k. If G = G₀ + g, the cross term is proportional to <g·E>. It vanishes because g is divergence-free with zero mean. Hence 1/k ≤ <|G|²/ε>.

Take G = e − cw, with w = χ'e − v. Since Γw = 0, w has no divergence. The averages needed are

<χ'e·w> = 3C − C = 2C,
<|w|²> = 3C − 2C + C = 2C,
<χ|w|²> = 3C(1−φ) − 2C(1−φ) + mC = 2Cn,

where n = (1−φ+m)/2. The last line uses χχ' = (1−φ)χ and <χe·v> = C. With δ = 1/ε_p − 1/ε_s, minimizing over c gives

1/k ≤ <1/ε> − 2Cδ²/(1/ε_s + nδ).

For suitable c, both trial fields are correct to first order in Δ. Their errors are O(Δ²), and the bounds contain the squares of these errors. The interval width is therefore O(Δ⁴), while structures with different m differ at O(Δ³). At weak enough contrast their intervals must separate.

With empty pores they do not separate in our example. For A the upper bound is

2.5 − (9/12)/(4 − 3 × 0.4096) = 2.229.

The complete intervals are 2.144 to 2.229 for A and 2.072 to 2.163 for B. Their overlap decides nothing; the difference at this contrast rests on the full solutions. With ε_s = 4 and the geometry held fixed, the intervals are separate for pore permittivities above about 1.31 and below 4, where the contrast vanishes.

Suppose a polymer of permittivity 3 fills the pores. The intervals become 3.47649 to 3.47679 for A and 3.47525 to 3.47556 for B. These digits serve to compare the idealized structures, not to predict a film to that accuracy. The inequalities are rigorous for exact m; the numbers use the grid value. The gap has shrunk to about 0.001, so a clear separation of bounds need not mean a large effect.

The bounds also limit the ambiguity for any pair. Since <χe·v> = C, the Cauchy–Schwarz inequality gives C² ≤ <χ><χ|v|²> = φmC, so m ≥ C/φ = (1−φ)/3. In the solid <(1−χ)e·v> = −C, and in the same way 1 − m ≥ φ/3. At half porosity m therefore lies between 1/6 and 5/6. For ε_s = 4 and ε_p = 1 the upper bound is largest at m = 1/6, where it is 2.286, and the lower bound is smallest at m = 5/6, where it is 2.000. Two such films with the same S₂ can thus differ by at most 0.286. This limit can be approached. Fill space with coated spheres of all sizes, arranged with cubic or isotropic symmetry, each half pore core and half solid shell by volume. Maxwell's mixing formula is exact for this structure and gives 2.286. Exchanging pores and solid leaves S₂ unchanged and gives 2.000. Such a pair needs arbitrarily small spheres, so it is an idealization. Films A and B, which do not need such a range of sizes, differ by 0.074.

**What this means for your film**

The values ε_s = 4, a 6 nm cell and 50% porosity are round numbers in the range of mesoporous silica. They are not a fit to a particular film, and organosilicate walls generally have a lower permittivity than silica. For a film 200 nm thick, the capacitance per area ε₀k/t is 9.81 nF/cm² for A and 9.48 nF/cm² for B.

Several real effects could hide or mimic this gap. Their influence on k is only partly estimated here:

- **Porosity error.** To estimate the slope of k with porosity, I averaged Maxwell's mixing formula for pores in solid and for solid in pores. This gives 2.6 percentage points as the shift in porosity that changes k by as much as exchanging A and B. The slope depends on the pore shape, so 2 to 3 points is a fair range.
- **Water.** Let water of permittivity 80 replace a fraction f of the pore volume in B, spread so that it samples the mean squared pore field. Using the dry field as a trial field shows that k rises by at most 79f<χ|E|²>. Closing the gap therefore needs at least 0.11% of the pore volume. This is a minimum, not a prediction of the effect of that amount of water.
- **Wall material.** In the voxel geometry, interface area times depth puts 40% of the solid within 0.3 nm of a surface. Allowing for overlap at the voxel steps, the share is about 38% in A and 35% in B. A bulk permittivity is doubtful there, and I have not calculated the resulting change in k.
- **Film faces.** One cell is 3% of the thickness. Incomplete cells at the electrodes could matter in a comparison at the few-percent level; their effect is not included.

Retardation is negligible: at 100 GHz, (2πfa/c)²k is about 4 × 10⁻¹⁰ for film A, with f now the frequency and a the cell length.

If you have three-dimensional images, solve the field equation on them directly, or at least calculate m and use the bounds. If you have only S₂, any reconstructed structure adds higher-order information of its own. Its permittivity is then a result for that reconstruction, not a consequence of S₂ alone. The same caution applies in reverse: porosity, S₂ and a measured film permittivity do not by themselves give a unique wall permittivity.
